# Why polar surroundings raise nitroxide A_zz and lower g_xx

**Q.** When I move a nitroxide radical from a non-polar to a polar solvent, the nitrogen coupling $A_{zz}$ goes up and $g_{xx}$ goes down. One quantity belongs to the nitrogen nucleus, the other is a property of the electron. Why should they move together?

**A.** Both depend on where the unpaired electron sits, so we need a model of that first. Take $x$ along the N–O bond and $z$ along the pi orbitals, perpendicular to the radical plane. Keep three orbitals: N $p_z$, O $p_z$, and an in-plane oxygen lone pair $n$ directed along $y$. I take them as orthogonal, with $n$ wholly on oxygen, and keep the geometry fixed.

These orbitals hold five electrons, one short of full, so there are three ways to place the unpaired electron:

- Structure N: unpaired electron in N $p_z$, written N$^+$–O$^-$, energy $W_N$. Oxygen holds 4 of the five electrons.
- Structure O: unpaired electron in O $p_z$, energy $W_O$. Oxygen holds 3.
- Structure $n$: unpaired electron in the lone pair, both $p_z$ orbitals full, energy $W_n$. Oxygen holds 3.

Repulsion that depends on the occupations gives each structure a definite energy, so it is absorbed in
$$D=W_O-W_N,\qquad \kappa=W_n-W_O .$$

Polar surroundings favour the charge-separated structure. Let them lower an electron on O by $v>0$ relative to one on N. The three energies shift by $-4v$, $-3v$ and $-3v$. Apart from the common $-3v$, only $W_N$ falls, by $v$. Hence $D\to D+v$, while $\kappa$ stays put.

**Q.** How much spin does that move to nitrogen?

**A.** Structures N and O mix through the pi coupling. With phases chosen so that the coupling is $-t$, $t>0$, the matrix is
$$\begin{pmatrix}W_N&-t\\-t&W_O\end{pmatrix},\qquad E_0=\frac{W_N+W_O}{2}-R,\qquad R=\sqrt{\frac{D^2}{4}+t^2}.$$

The weight of structure N in the ground state is the nitrogen spin density $\rho_N$. It equals $\partial E_0/\partial W_N$, because $W_N$ multiplies that weight in the energy. Since $\partial D/\partial W_N=-1$ and $dR/dD=D/4R$,
$$\rho_N=\frac12+\frac{D}{4R},\qquad \rho_O=1-\rho_N=\frac12-\frac{D}{4R}.$$

Differentiating once more, with $dD/dv=1$,
$$\frac{d\rho_N}{dv}=\frac{1}{4R}-\frac{D}{4R^2}\,\frac{D}{4R}=\frac{R^2-D^2/4}{4R^3}=\frac{t^2}{4R^3}.$$

The product of the two densities is $\rho_N\rho_O=\tfrac14-D^2/16R^2=t^2/4R^2$, so
$$\frac{d\rho_N}{dv}=\frac{\rho_N\rho_O}{R}>0 .$$

The response is largest at $D=0$, where the electron is shared equally and the derivative is $1/4t$. It dies out when either structure dominates.

In orbital language the ground state is $\pi^2n^2\pi^{*1}$. The antibonding orbital $\pi^*$ has weights $\rho_N$ and $\rho_O$ on the two atoms. Lowering oxygen draws the filled bonding orbital towards O and pushes the half-filled $\pi^*$ towards N.

**Q.** And the nitrogen coupling follows the spin density?

**A.** Its dipolar part does so by direct calculation. The electron moment is opposite to its spin, while the $^{14}$N moment is along its spin. The dipolar energy for spins along $z$ therefore has the sign of $3\cos^2\theta-1$:
$$T_{zz}=p\,\Big\langle\frac{3\cos^2\theta-1}{r^3}\Big\rangle\rho_N,\qquad p=\frac{\mu_0}{4\pi}g_e\mu_Bg_N\mu_N .$$

The constant $p$ is in SI form; elsewhere the algebra uses atomic units. For a $p_z$ orbital the angular average, with $u=\cos\theta$, is
$$\frac32\int_{-1}^{1}u^2(3u^2-1)\,du=\frac32\left(\frac65-\frac23\right)=\frac45 .$$

With $P=p\langle r^{-3}\rangle$ this gives $T_{zz}=\tfrac45P\rho_N$. The isotropic part comes from spin polarization of the $s$ electrons, which this model does not contain. I take it as $Q\rho_N$, an assumption, so that
$$A_{zz}=C\rho_N,\qquad C=Q+\tfrac45P .$$

If oxygen spin also contributed an isotropic term $Q_O\rho_O$, the slope of $A_{zz}$ with $\rho_N$ would be $C-Q_O$. The trend needs that difference to be positive.

**Q.** Now $g_{xx}$. Why does it exceed the free-electron value at all?

**A.** Because spin–orbit coupling mixes in some of the state in which a lone-pair electron has moved to $\pi^*$. That state carries orbital angular momentum about $x$ when mixed with the ground state.

The operator $l_x=yp_z-zp_y$ (here $p_y,p_z$ are momenta) does not contain $x$, so it is the same about any point on the bond axis. On oxygen it turns the lone pair into the pi orbital, $l_x|n\rangle=i|\mathrm{O}\,p_z\rangle$. It therefore connects structure O to structure $n$ with an element of modulus 1. It does not connect structure N to $n$, because there O $p_z$ is already full. The element $M$ between the ground state and structure $n$ thus has $|M|^2=\rho_O$.

Let the unpaired electron have spin $\sigma=\pm\tfrac12$ along $x$. The $\pi^*$ orbital has room only for the opposite spin, so the electron that moves has spin $-\sigma$. With spin–orbit coupling $\zeta\,l_xs_x$ on oxygen, the mixing element is $-\sigma\zeta M$. Writing $\Delta=W_n-E_0$ for the $n\to\pi^*$ gap, first-order perturbation theory gives
$$|\psi_\sigma\rangle=|0,\sigma\rangle-\frac{-\sigma\zeta M}{\Delta}|n,\sigma\rangle=|0,\sigma\rangle+\frac{\sigma\zeta M}{\Delta}|n,\sigma\rangle .$$

The orbital moment of the unmixed state is zero. The two cross terms give
$$\langle L_x\rangle=2\,\mathrm{Re}\left(M^*\frac{\sigma\zeta M}{\Delta}\right)=\frac{2\sigma\zeta\rho_O}{\Delta}.$$

In a field $B$ along $x$ the energy is $\mu_BB(g_e\sigma+\langle L_x\rangle)$. Setting this equal to $\mu_BBg_{xx}\sigma$,
$$g_{xx}=g_e+\frac{2\zeta\rho_O}{\Delta}.$$

The sign is positive because the moving electron has spin opposite to the unpaired one. Excitation of the unpaired electron into an empty orbital would give a negative shift. The formula is of leading order in $\zeta/\Delta$. It omits spin–orbit coupling on nitrogen and excitations outside the three orbitals.

**Q.** So less spin on oxygen means a smaller shift. Does the gap add to this or work against it?

**A.** It adds to it. From the energies above,
$$\Delta=\kappa+W_O-E_0=\kappa+\frac D2+R,\qquad \frac{d\Delta}{dv}=\frac12+\frac{D}{4R}=\rho_N>0 .$$

This has a simple reading by electron count. Oxygen holds $4\rho_N+3\rho_O=3+\rho_N$ electrons in the ground state and 3 in the $n\to\pi^*$ state. The ground state is therefore stabilized more, by $\rho_N$ per unit of $v$, and the transition shifts to the blue.

We can also remove $v$ from the problem. The formula for $\rho_N$ gives $D/2=R(2\rho_N-1)$, hence $D/2+R=2R\rho_N$. The product of densities gives $R=t/(2\sqrt{\rho_N\rho_O})$. Together,
$$\Delta=\kappa+t\sqrt{\frac{\rho_N}{\rho_O}} .$$

For fixed $t$, $\kappa$ and $\zeta$, $g_{xx}$ is then a function of $\rho_N$, and so of $A_{zz}$. All surroundings that act through $v$ lie on one curve.

**Q.** What is its slope?

**A.** Put $\delta g=g_{xx}-g_e$ and take the logarithmic derivative:
$$\frac{1}{\delta g}\frac{d\,\delta g}{dv}=-\frac{1}{\rho_O}\frac{\rho_N\rho_O}{R}-\frac{\rho_N}{\Delta}=-\rho_N\left(\frac1R+\frac1\Delta\right).$$

The first term is the loss of oxygen spin, the second the wider gap. Dividing by $dA_{zz}/dv=C\rho_N\rho_O/R$,
$$\frac{dg_{xx}}{dA_{zz}}=-\frac{\delta g}{C\rho_O}\left(1+\frac R\Delta\right)<0 .$$

This is the anticorrelation. It holds in this model for $C>0$, $\zeta>0$ and $\Delta>0$, with $\Delta$ large compared with $\zeta$.

The limits show where it is visible. For $D\gg t$, $\rho_O\approx t^2/D^2$: $A_{zz}$ saturates at $C$ and $g_{xx}$ approaches $g_e$. For $D$ large and negative, $\rho_N$ becomes small and $\delta g$ approaches $2\zeta/\kappa$, provided $\kappa\gg\zeta$. In both limits the surroundings change little.

**Q.** I control the solvent, not $v$. How does $v$ depend on the permittivity?

**A.** A simple estimate puts a point dipole $\mu$ at the centre of a spherical cavity of radius $a$ in a medium of permittivity $\varepsilon$. The potentials are
$$\phi_{\rm in}=\left(\frac{\mu}{r^2}-Fr\right)\cos\theta,\qquad \phi_{\rm out}=\frac{b}{r^2}\cos\theta,$$
where $F$ is the reaction field. Continuity at $r=a$ gives $b=\mu-Fa^3$. Continuity of the normal displacement gives $2\mu/a^3+F=2\varepsilon b/a^3$. Inserting $b$,
$$F=f\frac{\mu}{a^3},\qquad f=\frac{2(\varepsilon-1)}{2\varepsilon+1}.$$

I count structure N as a dipole $d$, the N–O distance, and structure O as non-polar. In mean field $\mu=\rho_Nd$. The field points from O to N, so it lowers an electron on O by $Fd$:
$$v=fK\rho_N,\qquad K=\frac{d^2}{a^3}.$$

Since $\rho_N$ depends on $v$, this must be solved self-consistently. Write $\rho_N=G(D_0+fK\rho_N)$, where $D_0$ is $D$ without surroundings. The slope $G'=t^2/4R^3$ is at most $1/4t$, because $R\ge t$. If $fK<4t$, the difference $\rho_N-G$ rises steadily from a negative value at $\rho_N=0$ to a positive one at $\rho_N=1$, so there is one solution. Differentiating the condition with respect to $f$,
$$\frac{d\rho_N}{df}=\frac{G'K\rho_N}{1-fKG'}>0 .$$

As $df/d\varepsilon=6/(2\varepsilon+1)^2>0$, a higher permittivity means more spin on nitrogen.

**Q.** Can you put numbers in?

**A.** These are round model parameters, not a fit to a particular radical: $t=2$ eV, $D_0=-0.4$ eV, $\kappa=0.9$ eV, $\zeta=0.019$ eV, $d=1.3$ Å, $a=3.5$ Å. With the Coulomb constant 14.40 eV Å, $K=14.40\times1.3^2/3.5^3=0.568$ eV, well below $4t=8$ eV.

For the coupling I take $\langle r^{-3}\rangle=21$ Å$^{-3}$, $g_N=0.404$ and $Q=0.35$ μeV. Then $P=0.02365\times21=0.4966$ μeV and $C=0.35+0.8\times0.4966=0.747$ μeV.

Without a medium, $R=\sqrt{0.04+4}=2.010$ eV, so
$$\rho_N=0.5-\frac{0.4}{4\times2.010}=0.450,\qquad \Delta=0.9-0.2+2.010=2.71\ \text{eV},$$
$$\delta g=\frac{2\times0.019\times0.550}{2.71}=0.0077 .$$

At $\varepsilon=80$, $f=0.981$ and the self-consistent shift is $v=0.9814\times0.5676\times0.4837=0.269$ eV. This gives $D=-0.131$ eV and $R=2.001$ eV, hence $\rho_N=0.484$, $\Delta=2.836$ eV and $\delta g=0.0069$.

| $\varepsilon$ | $\rho_N$ | $A_{zz}$ (μeV) | $g_{xx}$ |
|---|---|---|---|
| 1 | 0.450 | 0.336 | 2.0100 |
| 5 | 0.475 | 0.355 | 2.0094 |
| 80 | 0.484 | 0.361 | 2.0092 |

From $\varepsilon=1$ to 80, $A_{zz}$ rises by about 7 %, from 81.4 to 87.4 MHz, and $g_{xx}$ falls by 0.0008. Most of the change is over by $\varepsilon=20$, because $f$ has already reached 0.93.

**Q.** Which matters more for $g_{xx}$, the spin density or the gap?

**A.** Here the spin density, with 58 % of the logarithmic change in $\delta g$; the wider gap supplies the rest. The slope formula explains the division: the two parts stand in the ratio $1/R$ to $1/\Delta$, and $R$ is about 2.0 eV while $\Delta$ is about 2.8 eV.

The curve is nearly straight over this range. Its mean slope is $-0.032$ per μeV, and its local slope at $\varepsilon=80$ is $-0.031$ per μeV. The slight flattening follows from $|dg_{xx}/d\rho_N|=(2\zeta/\Delta)(1+R/\Delta)$: with $D<0$, $R$ falls a little as $v$ grows, while $\Delta$ rises. Trust the sign of the slope, not its size: for real nitroxides without hydrogen bonds it is nearer $-0.01$ per μeV, so the three-orbital model with these parameters overstates the fall of $g_{xx}$ by roughly a factor of three.

**Q.** Should I use the gap from the optical spectrum, or let the solvent relax around the excited state?

**A.** In the mean-field model, use the gap with the reaction field frozen at its ground-state value. Spin–orbit coupling admixes structure $n$ with an amplitude of order $\zeta/\Delta$. The oxygen population is diagonal in the three structures, so it changes only as the square of that amplitude. To leading order the surroundings do not notice the mixing.

The relaxed gap is smaller. The free energy is $\langle H_0\rangle-\tfrac12fK\rho_N^2$, with $H_0$ the Hamiltonian without surroundings, whereas the eigenvalue is $E_0=\langle H_0\rangle-fK\rho_N^2$. The ground-state free energy thus lies $\tfrac12fK\rho_N^2$ above $E_0$. Structure $n$ has no dipole in this model, so its energy is unchanged, and
$$\Delta_{\rm relaxed}=\Delta-\tfrac12fK\rho_N^2 .$$

At $\varepsilon=80$ this is 2.771 eV instead of 2.836 eV, and it would give $g_{xx}=2.00940$. As a test, the five-electron problem was diagonalized directly, with repulsion, spin–orbit coupling and a self-consistent reaction field. It gives 2.00924, in agreement with the frozen gap; note that this test assumes the same mean field. An optical gap is close to the frozen gap but not identical, because the electronic polarization of the solvent follows the excitation. The extra digits serve to compare the two formulas; they are not a claim about a real radical.

**Q.** My alcohol and water points do not fall on the line through the other solvents. Does that contradict the model?

**A.** Not by itself. A hydrogen bond to oxygen can do two things. It adds to $v$, which moves the point along the curve. If it points at the lone pair, it can also lower $n$ by an extra amount $\eta$ relative to O $p_z$. Taking an electron out of $n$ then costs more, so $\kappa\to\kappa+\eta$. The spin density does not contain $\kappa$, so $A_{zz}$ stays fixed while
$$\delta g\to\delta g\,\frac{\Delta}{\Delta+\eta}.$$

For $\eta=0.1$ eV at $\varepsilon=80$, $g_{xx}$ drops by a further 0.00024, about 30 % of the whole dielectric effect. Such points lie below the curve. Whether this accounts for your data is a conjecture until $\eta$ is known for your solvents.

**Q.** What else could spoil the correlation?

**A.** Anything that changes the parameters held fixed here. A change of N–O distance alters $t$, and bending at nitrogen mixes $s$ character into the pi orbital and alters $C$.

The lone pair may also spread off oxygen. If only a fraction $\lambda$ of it lies there, and the rest feels the same potential as nitrogen, oxygen holds $1+\rho_N+2\lambda$ electrons in the ground state and $2+\lambda$ in structure $n$. The gap then grows at the rate $\rho_N+\lambda-1$, which is positive only for $\lambda>\rho_O$. Below that the gap narrows with polarity and opposes the loss of oxygen spin.

A smaller omission is the dipolar field of the oxygen spin at the nitrogen nucleus. Treated as a point dipole, it is $-p\rho_O/d^3=-0.006$ μeV at $\varepsilon=80$, under 2 % of $A_{zz}$; the spread of the O $p_z$ orbital roughly halves this but keeps the sign. Its size shrinks as $\rho_O$ falls, so it slightly strengthens the rise of $A_{zz}$. The values for the remaining permittivities are in the numerical output.

## Values computed for the example and the checks

```
t = 2.0 eV, D without surroundings = -0.4 eV
kappa = 0.9 eV, zeta = 0.019 eV
N-O distance = 1.3 A, cavity radius = 3.5 A
Coulomb constant = 14.3996 eV A
K = 0.5676 eV, uniqueness bound 4t = 8.0 eV
free-electron g = 2.002319
nuclear g = 0.404, <r^-3> = 21.0 A^-3
dipolar constant = 0.02365 micro-eV A^3
angular factor = 0.8000
P = 0.4966 micro-eV, Q = 0.35 micro-eV
C = 0.7473 micro-eV
eps | f | v (eV) | rho_N | gap (eV)
1 | 0.0000 | 0.0000 | 0.4502 | 2.7100
2 | 0.4000 | 0.1052 | 0.4632 | 2.7580
5 | 0.7273 | 0.1959 | 0.4745 | 2.8005
20 | 0.9268 | 0.2534 | 0.4817 | 2.8280
80 | 0.9814 | 0.2694 | 0.4837 | 2.8358
eps | A_zz (micro-eV) | A_zz (MHz) | g_xx
1 | 0.3365 | 81.36 | 2.010028
2 | 0.3462 | 83.71 | 2.009715
5 | 0.3546 | 85.75 | 2.009449
20 | 0.3600 | 87.04 | 2.009284
80 | 0.3615 | 87.40 | 2.009238
A_zz change, eps 1 to 80 = 0.0250 micro-eV
g_xx change, eps 1 to 80 = -0.000790
log change of g shift = -0.1081
  part from oxygen spin density = -0.0628
  part from wider gap = -0.0454
  share of spin density = 58.0 %
dg/dA at eps 80 = -0.03058 per micro-eV
mean slope, eps 1 to 80 = -0.03162 per micro-eV
frozen gap at eps 80 = 2.8358 eV
solvent-relaxed gap at eps 80 = 2.7706 eV
g_xx at eps 80, direct diagonalization = 2.009238
g_xx if relaxed gap were used = 2.009401
extra lone-pair lowering eta = 0.1 eV
g_xx at eps 80 with eta = 2.009002
change by eta at fixed A_zz = -0.000236
omitted O-spin dipole term, eps 80 = -0.0056 micro-eV
```
